\section*{Gauge-origin dependence of the helium magnetisability in small Gaussian basis sets}

\section{Problem}

A helium atom, with its nucleus fixed at the coordinate origin, is placed in a uniform magnetic field $\mathbf B=B\hat{\mathbf z}$. The vector potential is
\begin{equation}
\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf d),
\end{equation}
where the gauge origin $\mathbf d$ is a free choice. The atom is treated by closed-shell, non-relativistic restricted Hartree--Fock theory in Hartree atomic units. The magnetisability is $\xi=-\mathrm d^2E/\mathrm dB^2$ at $B=0$. The occupied orbital is expanded in s Gaussians,
\begin{equation}
\varphi=\sum_i c_i\chi_i,\qquad \chi_i=e^{-\alpha_i r^2},
\end{equation}
with real $c_i$ and $\langle\varphi|\varphi\rangle=1$.

\begin{enumerate}
\item Find $\xi(\mathbf d)$ when the basis holds s functions only.
\item Derive the paramagnetic contribution that appears when p functions are added.
\item Let the p functions have the same exponents as the s functions. Under what condition does the dependence on $\mathbf d$ vanish, and what is left otherwise?
\item Work out the case of a single Gaussian by hand.
\item Evaluate $\xi$ for three Gaussians and $|\mathbf d|=2$ bohr, and examine what happens when the p set is chosen differently.
\end{enumerate}

\section{Solution}

\subsection{Basis of s functions}

The electron has charge $-1$, so the field replaces $\mathbf p$ by $\mathbf p+\mathbf A$. The spin Zeeman term gives nothing for a singlet. Since $\nabla\cdot\mathbf A=0$, each electron acquires the extra terms $\mathbf A\cdot\mathbf p+\frac12A^2$. A component of $\mathbf d$ along the field drops out of $\mathbf A$. The atom is spherical, so the $x$ axis can be laid along the rest, $\mathbf d=(d,0,0)$. Then
\begin{align}
\mathbf A\cdot\mathbf p&=\tfrac B2\,(L_z-d\,p_y),\label{lin}\\
\tfrac12A^2&=\tfrac{B^2}{8}\left[(x-d)^2+y^2\right].
\end{align}

The quadratic term is averaged over the unperturbed orbital. With $\langle x\rangle=0$ and $\langle x^2+y^2\rangle=\frac23\langle r^2\rangle$, where $\langle r^2\rangle$ refers to one electron, the two electrons give
\begin{equation}
E_{\rm dia}=\frac{B^2}{4}\left(\tfrac23\langle r^2\rangle+d^2\right),
\qquad
\xi_{\rm dia}=-\frac{\langle r^2\rangle}{3}-\frac{d^2}{2}.
\label{dia}
\end{equation}

The linear term has no matrix elements between s functions: $L_z$ annihilates them, and $p_y$ turns them into odd functions. The orbital can therefore change only at order $B^2$. Because the energy is stationary with respect to $\varphi$, such a change affects the energy only at order $B^4$. The answer to the first question is
\begin{equation}
\xi(d)=\xi(0)-\frac{d^2}{2},\qquad \xi(0)=-\frac{\langle r^2\rangle}{3}.
\end{equation}
The second term is an artefact, since moving the gauge origin changes no physical field.

\subsection{Response of the p functions}

Without a field the p functions do not mix into the spherical ground state, so $\varphi$ and equation (\ref{dia}) stay as they are. With a field, $L_z\varphi=0$ leaves only the second part of (\ref{lin}). As $p_y=-i\partial_y$, it is
\begin{equation}
-\tfrac{Bd}{2}\,p_y=i b\,\partial_y,\qquad b=\tfrac{Bd}{2}.
\end{equation}
This operator is imaginary and couples $\varphi$ to functions of $p_y$ type. The orbital becomes $\psi=N(\varphi+i\eta)$, with $\eta$ real, of order $B$ and orthogonal to $\varphi$, so that $N^2\simeq1-\langle\eta|\eta\rangle$.

For one doubly occupied orbital the Coulomb and exchange terms combine into a single repulsion integral. With $h=-\frac12\nabla^2-2/r$, the energy without the magnetic terms is
\begin{equation}
E[\psi]=2\langle\psi|h|\psi\rangle+(|\psi|^2\,|\,|\psi|^2),
\end{equation}
where $(\rho_1|\rho_2)$ is the Coulomb interaction of two densities. Here $|\psi|^2=N^2(\varphi^2+\eta^2)$ contains no term linear in $\eta$. Let $J(\mathbf r)$ be the Coulomb potential of $\varphi^2$, and define
\begin{equation}
f=h+J,\qquad \varepsilon=\langle\varphi|f|\varphi\rangle .
\end{equation}
To second order, using $N^4\simeq1-2\langle\eta|\eta\rangle$ and $(\varphi^2|\eta^2)=\langle\eta|J|\eta\rangle$,
\begin{align}
E[\psi]-E[\varphi]
&=2\langle\eta|h|\eta\rangle+2\langle\eta|J|\eta\rangle
-2\langle\eta|\eta\rangle\langle\varphi|h+J|\varphi\rangle\nonumber\\
&=2\langle\eta|f-\varepsilon|\eta\rangle .
\end{align}

The magnetic term contributes, for each electron,
\begin{equation}
\langle\varphi|ib\partial_y|i\eta\rangle+\langle i\eta|ib\partial_y|\varphi\rangle
=-b\langle\varphi|\partial_y\eta\rangle+b\langle\eta|\partial_y\varphi\rangle
=2b\langle\eta|\partial_y\varphi\rangle,
\end{equation}
where the last step is an integration by parts. For two electrons the second-order energy is
\begin{equation}
E_2[\eta]=2\langle\eta|f-\varepsilon|\eta\rangle+4b\langle\eta|\partial_y\varphi\rangle .
\end{equation}

Expand $\eta=\sum_j u_j\,y\chi_j$ and define
\begin{equation}
A_{ij}=\langle y\chi_i|f-\varepsilon|y\chi_j\rangle,\qquad
g_i=\langle y\chi_i|\partial_y\varphi\rangle .
\end{equation}
Then $E_2=2u^{T}Au+4b\,u^{T}g$ is stationary at $u=-bA^{-1}g$, where $E_2=-2b^2g^{T}A^{-1}g=-\frac12B^2d^2\,g^{T}A^{-1}g$. Hence
\begin{equation}
\xi_{\rm para}=-\frac{2E_2}{B^2}=\frac{d^2}{2}\,t,\qquad t=2g^{T}A^{-1}g,
\end{equation}
and altogether
\begin{equation}
\xi(d)=-\frac{\langle r^2\rangle}{3}-\frac{d^2}{2}(1-t).
\label{xi}
\end{equation}
Origin independence requires $t=1$, which is a sum rule for the momentum operator.

The stationary point is a minimum if $A$ is positive definite. Since $J\ge0$, the p levels of $f$ lie above the lowest p level of the potential $-2/r$, which is $-2^2/(2\cdot2^2)=-0.5$ hartree. In the three-Gaussian examples below $\varepsilon$ is close to $-0.9$ hartree, so the condition holds.

\subsection{Matching exponents}

The shift of the gauge origin changes $\mathbf A$ by the constant $-\frac12\mathbf B\times\mathbf d=-b\hat{\mathbf y}$. The phase factor $e^{iby}$ compensates it, because it turns $\mathbf p$ into $\mathbf p+b\hat{\mathbf y}$. To first order $e^{iby}\varphi=\varphi+ib\,y\varphi$, which suggests $\eta=b\,y\varphi$. This function lies in the p space with matching exponents, since $y\varphi=\sum_jc_j\,y\chi_j$. It remains to see whether it solves the response equation.

In a finite basis $\varphi$ is not an eigenfunction of $f$. Call the residual $\rho=(f-\varepsilon)\varphi$; the Hartree--Fock equations ensure only $\langle\chi_i|\rho\rangle=0$. The kinetic energy is the one part of $f$ that does not commute with $y$, and $-\frac12\nabla^2(y\varphi)=-\frac12y\nabla^2\varphi-\partial_y\varphi$. Therefore
\begin{equation}
(f-\varepsilon)\,y\varphi=-\partial_y\varphi+y\rho .
\end{equation}
Multiplication by $y\chi_i$ and integration give
\begin{equation}
Ac=-g+w,\qquad
w_i=\langle y^2\chi_i|\rho\rangle=\tfrac13\langle r^2\chi_i|\rho\rangle,
\label{proj}
\end{equation}
where the last form holds because $\chi_i\rho$ is spherical. If $w=0$, then $A^{-1}g=-c$ and $u=bc$: the response is the gauge phase.

For general $w$, insert $g=w-Ac$ into $t$:
\begin{equation}
g^{T}A^{-1}g=w^{T}A^{-1}w-2c^{T}w+c^{T}Ac .
\end{equation}
By (\ref{proj}), $c^{T}Ac=c^{T}w-c^{T}g$, and
\begin{equation}
c^{T}g=\langle y\varphi|\partial_y\varphi\rangle=\tfrac12\int y\,\partial_y(\varphi^2)\,\mathrm d^3r=-\tfrac12 .
\end{equation}
So $g^{T}A^{-1}g=\frac12-c^{T}w+w^{T}A^{-1}w$, and
\begin{equation}
1-t=2c^{T}w-2w^{T}A^{-1}w .
\label{rem}
\end{equation}

The vector $w$ has a simple meaning. For an orbital of norm $n=\langle\varphi|\varphi\rangle$ the energy is $2\langle\varphi|h|\varphi\rangle/n+(\varphi^2|\varphi^2)/n^2$. Its variation at $n=1$ is
\begin{equation}
\delta E=4\langle\delta\varphi|h+J|\varphi\rangle-2\varepsilon\,\delta n
=4\langle\delta\varphi|\rho\rangle,
\end{equation}
because $\delta n=2\langle\delta\varphi|\varphi\rangle$. A change of $\alpha_i$ gives $\delta\varphi=-c_ir^2\chi_i\,\delta\alpha_i$; the accompanying changes of the coefficients do not matter, since the energy is stationary in them. Thus
\begin{equation}
\frac{\partial E}{\partial\alpha_i}=-4c_i\langle r^2\chi_i|\rho\rangle=-12\,c_iw_i .
\label{grad}
\end{equation}

This answers the third question. If every s exponent makes the energy stationary, and no $c_i$ vanishes, then $w=0$ and $t=1$: p functions with the same exponents remove the origin dependence of $\xi$ within this model, however small the basis. For other exponents the remainder is (\ref{rem}). The condition is sufficient; an accidental cancellation of the two terms in (\ref{rem}) is not excluded.

\subsection{One Gaussian}

The function $e^{-\alpha r^2}$ is the ground state of an oscillator of frequency $2\alpha$, and $y e^{-\alpha r^2}$ is a first excited state. Half of the oscillator energy is kinetic, which gives $\frac32\alpha$ and $\frac52\alpha$.

For the potential terms, a normalised Gaussian density of exponent $p$ has $\langle1/r\rangle=(p/\pi)^{3/2}\,2\pi/p=2\sqrt{p/\pi}$. Two such densities with exponents $p$ and $q$ have a Gaussian distribution of $\mathbf r_1-\mathbf r_2$ with exponent $pq/(p+q)$. The density $\varphi^2$ has exponent $2\alpha$, so the nuclear mean is $\langle1/r\rangle=2\sqrt{2\alpha/\pi}$ and the repulsion is $2\sqrt{\alpha/\pi}$. The energy of the atom is
\begin{equation}
E=3\alpha-8\sqrt{\tfrac{2\alpha}{\pi}}+2\sqrt{\tfrac{\alpha}{\pi}}
=3\alpha-k\sqrt\alpha,\qquad k=\frac{8\sqrt2-2}{\sqrt\pi}=5.2547 .
\end{equation}

The means over the p density follow by applying $-\partial/\partial p$, which inserts $r^2$, to the unnormalised integrals at $p=q=2\alpha$:
\begin{itemize}
\item The norm $(\pi/p)^{3/2}$ acquires the factor $3/(2p)$.
\item The nuclear integral $2\pi/p$ acquires $1/p$, so $\langle1/r\rangle$ is $\frac23$ of its s value.
\item The repulsion integral is proportional to $1/(p\sqrt{p+q})$ and acquires $1/p+1/(2(p+q))=5/(4p)$, so $\langle J\rangle$ is $\frac56$ of its s value.
\end{itemize}
The gap between the p and s means of $f$ is then
\begin{equation}
\Delta=\alpha+\tfrac23\cdot2\sqrt{\tfrac{2\alpha}{\pi}}-\tfrac16\cdot2\sqrt{\tfrac{\alpha}{\pi}}
=\alpha+\frac{k\sqrt\alpha}{6}.
\end{equation}
Since $\partial_y\varphi=-2\alpha y\varphi$ is itself the p function, the squared matrix element is its norm, $4\alpha^2\langle y^2\rangle=4\alpha^2/(4\alpha)=\alpha$, and
\begin{equation}
t=\frac{2\alpha}{\Delta}.
\end{equation}
The energy is stationary when $3=k/(2\sqrt\alpha)$, that is $\sqrt\alpha=k/6$ and $\alpha=0.7670$ bohr$^{-2}$. Then $k\sqrt\alpha/6=\alpha$, so $\Delta=2\alpha$ and $t=1$. At $\alpha=1$ bohr$^{-2}$, in contrast, $\Delta=1.8758$ hartree and $t=2/1.8758=1.0662$. The p function now overcorrects, and $\xi$ rises with $d$ as $0.0331\,d^2$.

\subsection{Three Gaussians}

Take first the round exponents 0.3, 1.5 and 7.5 bohr$^{-2}$. The Hartree--Fock orbital has $c=(0.16705,\,0.43410,\,0.42388)$, and the energy gradient is $(-0.15383,\,0.04219,\,-0.00833)$ hartree bohr$^2$. Equation (\ref{grad}) gives $w=(0.07674,\,-0.00810,\,0.00164)$; the first entry, for instance, is $0.15383/(12\times0.16705)$. Then
\begin{equation}
2c^{T}w=2(0.01282-0.00352+0.00069)=0.0200,
\end{equation}
and the quadratic term in (\ref{rem}) is $-0.00214$, so $1-t=0.01786$. For this basis $\xi(0)=-\langle r^2\rangle/3=-0.41227$. At $d=2$ bohr, where $d^2/2=2$, equation (\ref{xi}) gives
\begin{equation}
\xi=-0.41227-2\times0.01786=-0.4480 .
\end{equation}
The p functions remove 98\% of the s-only shift of $-2$. What remains is still 9\% of $\xi(0)$.

Minimising the energy gives the exponents 0.3829, 1.9989 and 13.6231 bohr$^{-2}$, with $E=-2.8357$ hartree and $\langle r^2\rangle=1.12796$ bohr$^2$. Now $t=1$ to the eight decimals printed, and the amplitudes $A^{-1}g$ equal $-c$. The magnetisabilities are:
\begin{center}
\begin{tabular}{lcc}
Basis & $d=0$ & $d=2$ bohr\\
s only & $-0.3760$ & $-2.3760$\\
s and matching p & $-0.3760$ & $-0.3760$
\end{tabular}
\end{center}
In SI units, $-0.3760$ is $-29.67\times10^{-30}$ J\,T$^{-2}$, and the displaced s-only value is $-187.49\times10^{-30}$ J\,T$^{-2}$. The numerical check obtains the same magnetisabilities from Hartree--Fock energies in finite fields, with the gauge origin at $(1.2,1.6,0)$ bohr.

\subsection{Other choices of the p set}

\paragraph{Different exponents.} If the p exponents are three times the optimised s exponents, $y\varphi$ is no longer in the p space. Then $t=0.636$, and $\xi$ shifts by $-2\times0.364=-0.73$ at $d=2$ bohr.

\paragraph{More p functions.} Add a p function to the matching set on the optimised s basis. The derivation of (\ref{rem}) still holds with a zero appended to $c$. The entries of $w$ for the matching functions vanish, so $c^{T}w=0$ and
\begin{equation}
t=1+2w^{T}A^{-1}w\ge1 .
\end{equation}
An extra exponent of 0.15 bohr$^{-2}$ gives $t=1.0167$. A larger p space can thus restore some origin dependence, because $\rho\neq0$ and the stationary exponents force only the entries of $w$ for the matching functions to vanish. Adding the same exponent to the s set does not by itself restore $t=1$, since the enlarged set of exponents is in general not stationary.

\paragraph{Uncoupled response.} The Fock operator acts on an empty orbital as $h+2J-K$, where $K$ is the exchange operator of $\varphi$. Using its orbital energies as denominators replaces $f$ by $f+(J-K)$. For a real p function,
\begin{equation}
\langle\eta|J-K|\eta\rangle=\frac12\iint\frac{[\eta(1)\varphi(2)-\varphi(1)\eta(2)]^2}{r_{12}}\,\mathrm d^3r_1\,\mathrm d^3r_2\ge0 ,
\end{equation}
so the denominators are too large and $t$ comes out smaller than with $f$. For the optimised basis with matching p functions it falls to 0.694.

\paragraph{Large s basis.} When the s exponents are closely spaced and cover both the diffuse and the steep range, the remainder (\ref{rem}) can become small without optimisation. A wide range alone does not suffice: adding the exponents 0.06, 37.5, 187.5 and 937.5 bohr$^{-2}$ to the round set, with matching p functions, lowers $1-t$ only from 0.0179 to 0.0153. The residual $\rho$ itself shrinks only slowly, because Gaussians have no cusp and the term $-2\varphi/r$ stays uncancelled at the nucleus; the remainder, however, involves $\rho$ only through the moments $w$, which weight it with $r^2$. Ten s exponents in the fixed ratio 2.5, from 0.1 to 381.5 bohr$^{-2}$, with matching p functions leave $1-t=2.0\times10^{-5}$. They give $\xi(0)=-0.3950$; denser and wider sets of 16 and 22 s functions move this by $5\times10^{-5}$, to $-0.39494$. The three-Gaussian value, although independent of the origin, is thus 5\% smaller in magnitude. Origin independence is therefore no measure of accuracy. All these values also omit electron correlation, relativity and nuclear motion.

\section*{Computed values}
\begin{verbatim}
One Gaussian: k = 5.254697 hartree bohr
  optimal exponent = 0.766996 bohr^-2
  energy at optimum = -2.300987 hartree
  s-p gap at optimum = 1.533991 hartree, t = 1.00000000
  exponent 1 bohr^-2: gap = 1.875783 hartree
  exponent 1 bohr^-2: t = 1.066221, 1-t = -0.066221
Three Gaussians, round exponents (bohr^-2): 0.3 1.5 7.5
  coefficients c (bohr^-3/2): 0.167047 0.434103 0.423882
  energy = -2.821309 hartree, eps = -0.907793 hartree
  dE/dalpha (hartree bohr^2): -0.153834 0.042193 -0.008331
  w (atomic units): 0.076742 -0.008100 0.001638
  2c.w = 0.0199952, -2w.A^-1.w = -0.0021381
  t = 0.9821429, 1-t = 0.0178571
Three Gaussians, optimised exponents (bohr^-2): 0.382943 1.998943 13.623098
  coefficients c (bohr^-3/2): 0.228018 0.490266 0.405631
  amplitudes A^-1 g (bohr^-3/2): -0.228018 -0.490266 -0.405631
  energy = -2.835680 hartree, eps = -0.903576 hartree
  <r^2> per electron = 1.127956 bohr^2
  t with matching p = 1.00000000
  t with p exponents tripled = 0.636329
  t with matching p plus p of 0.15 bohr^-2 = 1.016719
  t uncoupled, matching p = 0.693660
Ten s exponents 0.1 to 381.5 bohr^-2, ratio 2.5:
  1-t with matching p = 2.03e-05
  energy = -2.861553 hartree
  xi at d=0 = -0.394993 a.u.
Gauge displacement = (1.2, 1.6, 0), d = 2.0 bohr
Magnetisability xi (a.u.): formula | finite-field energies
  s only, optimised, d=0: -0.375985 | -0.375985
  s only, optimised, displaced: -2.375985 | -2.375985
  s+p, optimised, d=0: -0.375985 | -0.375985
  s+p, optimised, displaced: -0.375985 | -0.375985
  s+p, round, d=0: -0.412268 | -0.412268
  s+p, round, displaced: -0.447982 | -0.447982
One a.u. of magnetisability = 7.891037e-29 J T^-2
xi, s only, d=0: -29.669 x 10^-30 J T^-2
xi, s only, displaced: -187.490 x 10^-30 J T^-2
xi, s+p, displaced: -29.669 x 10^-30 J T^-2
\end{verbatim}
